# How a Narrow Cavity Raises a Silicon Colour Centre's Zero-Phonon Fraction

In the silicon emitter model worked here, 26% of the emitted photons lie in the zero-phonon line (ZPL). Coupling the emitter to a resonance 0.047 meV wide raises this to 98%, yet the Huang–Rhys factor, which measures the electron–phonon coupling, is 1.5 in both cases. The lifetime falls from 1000 to 52 ns. That shortening is the clue: the cavity opens a fast exit for one optical transition and leaves the lattice response alone.

## What the phonons fix

Take one phonon mode of angular frequency \(\Omega\), with lowering operator \(b\). Exciting the centre displaces the equilibrium position of the mode:

\[
H_g=\hbar\Omega b^\dagger b,\qquad
H_e=E_0+\hbar\Omega(b^\dagger-\sqrt S)(b-\sqrt S).
\]

Zero-point energies are dropped, \(E_0\) is the ZPL energy and \(S\) is the Huang–Rhys factor. This is linear coupling: the mode is displaced but keeps its frequency.

At zero temperature the lattice relaxes before emission to the lowest state \(|\chi\rangle\) of \(H_e\), which obeys \(b|\chi\rangle=\sqrt S|\chi\rangle\). Projecting on the ground-state phonon number \(n\) gives

\[
\sqrt{n+1}\,\langle n+1|\chi\rangle=\sqrt S\,\langle n|\chi\rangle .
\]

Repeating this step gives \(\langle n|\chi\rangle=\langle0|\chi\rangle S^{n/2}/\sqrt{n!}\). Normalization requires \(|\langle0|\chi\rangle|^2e^S=1\), so the probability of leaving \(n\) phonons is

\[
w_n=|\langle n|\chi\rangle|^2=e^{-S}\frac{S^n}{n!}.
\]

The photon then has energy \(E_0-n\hbar\Omega\). No property of the cavity enters \(w_n\).

A crystal has many modes, each with a small \(S_k\). Expanding the displacement operator, \(1+\sqrt{S_k}(b_k^\dagger-b_k)\), gives probability \(S_k(N_k+1)\) for creating a phonon and \(S_kN_k\) for absorbing one, where \(N_k\) is the thermal occupation. The chance that neither happens is \(1-S_k(2N_k+1)\) to first order. Multiplying over independent modes, with \(2N+1=\coth(u/2k_BT)\), gives

\[
w_0=\exp\left[-\int_0^\infty s(u)\coth\frac{u}{2k_BT}\,du\right],
\]

where \(s(u)\) is the Huang–Rhys factor per unit phonon energy. From here on, \(u\) also denotes the photon's energy deficit below the ZPL.

Let \(p(u)\) be the one-phonon spectrum: \(s(u)[N(u)+1]\) for \(u>0\) and \(s(|u|)N(|u|)\) for \(u<0\). Independent events compound as a Poisson process, so the normalized lineshape is

\[
A(u)=w_0\left[\delta(u)+p+\frac{p*p}{2!}+\cdots\right]
=w_0\delta(u)+A_{\rm sb}(u),
\]

where the star denotes convolution and \(A_{\rm sb}\) is the sideband.

## Why the bulk photon fraction differs from \(w_0\)

In a medium of constant refractive index, the density of photon modes grows as frequency squared and the squared field per photon grows as frequency. Emission at deficit \(u\) therefore carries the factor \((1-u/E_0)^3\). Let \(\gamma_0\) be the radiative rate if all emission occurred at \(E_0\). Then

\[
\Gamma_{\rm rad}=\gamma_0(w_0+B),\qquad
B=\int A_{\rm sb}(u)\left(1-\frac{u}{E_0}\right)^3du,
\]

and the ZPL photon fraction without a cavity is \(f_0=w_0/(w_0+B)\).

The example has \(E_0=935\) meV and \(T=4\) K. Its phonon spectrum has an acoustic part

\[
s_{\rm ac}(u)=S_{\rm ac}\frac{u}{u_c^2}e^{-u/u_c},\qquad S_{\rm ac}=1,\quad u_c=10\ {\rm meV},
\]

and a Gaussian local part with weight 0.5, centre 60 meV and standard deviation 3 meV. The linear rise of \(s_{\rm ac}\) follows from coupling to strain. The squared coupling per mode grows as \(u\), division by \(u^2\) converts it to a squared displacement, and the mode density supplies \(u^2\).

These inputs give \(w_0=0.222\) and \(B=0.633\), hence

\[
f_0=\frac{0.222}{0.222+0.633}=0.260.
\]

The fraction exceeds \(w_0\) because the redder sideband photons are emitted more slowly.

## How the cavity selects one line

Let \(g\) be the electronic dipole–cavity coupling, as an angular frequency. Emission into the cavity with \(n\) phonons left behind has matrix element \(g\langle n|\chi\rangle=g\sqrt{w_n}\). Phonons thus reduce the coupling of each line, while the cavity determines how quickly that line can empty.

Let \(P\) be the excited population, \(q_n\) the population with one cavity photon and \(n\) phonons, and \(r_n\) the coherence between these states. Their detuning is \(\delta_n=\delta+n\Omega\), where \(\delta\) is the cavity frequency minus the ZPL frequency. The cavity loses energy at rate \(\kappa\), the emitter decays at rate \(\Gamma\) without the cavity, and fast dephasing adds a full width \(\gamma^*\) to the ZPL. For weak coupling, coherences between different cavity states are of higher order and are dropped:

\[
\dot r_n=-\left(\frac K2+i\delta_n\right)r_n-ig\sqrt{w_n}(P-q_n),
\qquad K=\kappa+\gamma^*+\Gamma .
\]

If the cavity empties quickly, \(q_n\ll P\) and \(r_n\) follows \(P\). Setting \(\dot r_n=0\) gives

\[
r_n=-ig\sqrt{w_n}\,P\,\frac{K/2-i\delta_n}{K^2/4+\delta_n^2}.
\]

The population flow into the cavity is \(-2g\sqrt{w_n}\,{\rm Im}\,r_n\). Dividing by \(P\) gives the rate

\[
R_n=\frac{g^2w_nK}{K^2/4+\delta_n^2}
=\frac{4g^2w_n}{K}\frac1{1+(2\delta_n/K)^2}.
\]

This is the whole mechanism: \(w_n\) belongs to the lattice, and the Lorentzian belongs to the optical environment. A resonance at \(\delta=0\) with \(K\ll\Omega\) favours \(n=0\).

## How large the enhancement is

For a cavity of mode volume \(V\) and refractive index \(n_r\), the field per photon gives

\[
g^2=\xi\frac{\mu^2\omega}{2\hbar\epsilon_0n_r^2V}.
\]

Here \(\mu\) is the dipole moment, \(\omega=E_0/\hbar\), and \(\xi\) is the reduction caused by dipole position and orientation. For bulk emission, the golden rule sums the same squared coupling over plane waves. With \(k=n_r\omega/c\) and \(\int\sin^2\theta\,d\Omega_k=8\pi/3\),

\[
\gamma_0=2\pi\frac{\mu^2\omega}{2\hbar\epsilon_0n_r^2}
\frac{k^2}{(2\pi)^3}\frac{n_r}{c}\frac{8\pi}{3}
=\frac{n_r\mu^2\omega^3}{3\pi\epsilon_0\hbar c^3}.
\]

Insert both expressions, \(\kappa=\omega/Q\) and \(c/\omega=\lambda/2\pi\), with \(\lambda\) the vacuum wavelength:

\[
\frac{4g^2}{\kappa\gamma_0}
=\xi\frac{6\pi Qc^3}{\omega^3n_r^3V}
=\xi\frac{3Q}{4\pi^2}\frac{(\lambda/n_r)^3}{V}.
\]

The unknown dipole cancels. Define \(F\) as the added ZPL rate divided by the original ZPL rate. On resonance,

\[
F=\frac{4g^2w_0/K}{\gamma_0w_0}
=\frac{4g^2}{\kappa\gamma_0}\frac{\kappa}{K}.
\]

The weight \(w_0\) cancels here too, because \(F\) compares the line with itself.

The example uses \(Q=20000\), \(V=(\lambda/n_r)^3\) and \(\xi=0.1\). The ideal factor is 1520, and dipole overlap reduces it to 152. The cavity width is 0.04675 meV and the dephasing width is 1 GHz, or 0.00414 meV. The decay width \(\hbar\Gamma\) is negligible beside them, so

\[
F=152\,\frac{0.04675}{0.04675+0.00414}=140.
\]

If the background modes are unchanged and the cavity collects negligible sideband light, the new fraction is

\[
\eta=\frac{w_0(1+F)}{w_0(1+F)+B}.
\]

Dividing numerator and denominator by \(w_0+B\), and using \(B/(w_0+B)=1-f_0\), gives

\[
\eta=\frac{f_0(1+F)}{f_0(1+F)+1-f_0}
=\frac{f_0(1+F)}{1+f_0F}.
\]

For \(F=0\) this returns \(f_0\). For large \(F\) the remainder \(1-\eta=(1-f_0)/(1+f_0F)\) falls as \(1/F\). Here

\[
\eta=\frac{0.260\times141}{1+0.260\times140}=0.980.
\]

## What happens to the sideband

The cavity adds a rate \(f_0F\Gamma_{\rm rad}\). If \(q=\Gamma_{\rm rad}/\Gamma\) is the original radiative efficiency, the new total rate is

\[
\Gamma'=\Gamma+f_0Fq\Gamma=\Gamma(1+qf_0F).
\]

With \(q=0.5\), the bracket is \(1+0.5\times36.3=19.1\), which gives the lifetime of 52 ns. The radiative efficiency rises to 97%.

The background sideband rate, per unit time spent excited, is still \(\gamma_0B\). Sideband photons per excitation nevertheless fall from 0.370 to 0.020, because the centre spends less time excited. A spectral filter is different: it can raise the detected ZPL fraction by discarding photons, but it does not shorten the lifetime.

The cavity does collect a little sideband light, because the acoustic sideband reaches the ZPL. For \(|u|\ll k_BT\), \(N\approx k_BT/|u|\), so the leading one-phonon value is \(A_{\rm sb}(0)\approx w_0S_{\rm ac}k_BT/u_c^2\). A Lorentzian of unit height and full width \(W=\hbar K\) has area \(\pi W/2\). The added sideband rate is therefore approximately

\[
\frac{\Gamma_{\rm sb,cav}}{\gamma_0}\approx
F\,w_0\frac{S_{\rm ac}k_BT}{u_c^2}\frac{\pi W}{2}=0.0086 .
\]

Integration over the full sideband gives 0.0089, small beside \(B=0.633\). It raises the non-ZPL remainder from 1.99% to 2.01%. At fixed width this rate grows in proportion to \(F\), so the \(1/F\) fall of the remainder does not continue indefinitely: at this \(Q\) it cannot be pushed below about 0.03% by better placement or a smaller volume.

## Separating narrowness from enhancement

A master equation with one 33.3 meV phonon mode and \(S=1.5\) tests the mechanism without assuming that the cavity follows the emitter. The cavities compared have the same peak enhancement of 152 before dephasing.

- Without a cavity, the ZPL fraction is 26.1%.
- A narrow cavity on the ZPL gives 98.0%.
- The same narrow cavity on the one-phonon replica gives 0.5%.
- Cavities 20 and 60 phonon energies wide give 23.1% and 22.4%.

In all five calculations, the ratio of one-phonon to zero-phonon population in the excited state, which equals \(w_1/w_0=S\), returns 1.500. \(S\) is an input here, so this shows that the cavity leaves the relaxed lattice state undisturbed even when the photon fraction moves in opposite directions. The test covers only \(g\ll\Omega\): \(g\) is at most about 0.5% of \(\Omega\) in these cases.

The broad cases approach \(e^{-S}=0.223\), not \(f_0\). With constant \(g\), a very broad cavity enhances every phonon line equally and lacks the cubic weighting of bulk emission. For large \(F\) its photons dominate. These widths are comparable to the photon energy or larger, so they are mathematical limits rather than device proposals.

The replica case is also extreme, because this model gives the replica no phonon width. In the continuous spectrum, adding a second, equally enhanced cavity mode 20 meV below the ZPL lowers the fraction from 98.0% to 97.7%.

## How narrow is useful

With mode volume, dipole overlap and dephasing held fixed, changing \(Q\) gives the values below. The fractions include the sideband light collected by the cavity, which matters most for the widest resonance: at \(Q=200\) the simple law alone gives 47%.

| \(Q\) | \(F\) | ZPL fraction |
|---:|---:|---:|
| 200 | 1.5 | 46% |
| 2000 | 15 | 85% |
| 20000 | 140 | 98.0% |
| 200000 | 806 | 99.6% |

The last tenfold increase in \(Q\) raises \(F\) by less than a factor of six, because the cavity width is then close to the dephasing width. Since \(F\propto Q\kappa/K=\omega/K\), narrowing the cavity far below \(\gamma^*\) brings little more.

Another limit is return of the photon to the emitter. Balancing the net transfer \(R_0(P-q_0)\) against the loss \(\kappa q_0\) gives an outgoing rate per excited population of

\[
\frac{\kappa q_0}{P}=\frac{R_0\kappa}{R_0+\kappa}.
\]

The simple rate \(R_0\) therefore needs \(R_0\ll\kappa\). The ratio is 0.0003 at \(Q=20000\) and 0.015 at \(Q=200000\). When it is no longer small, the formula for \(F\) overstates the gain. With the other inputs fixed, the ZPL fraction peaks near \(Q=10^6\) and then falls, because the photon leaves the cavity too slowly.

Tuning also becomes stricter. Moving the \(Q=20000\) cavity by one of its own widths lowers the ZPL fraction to 92%. If the 1 GHz width comes from slow Gaussian wandering instead of fast dephasing, the average fraction is 98.1%, so the distinction matters little here.

## What to do in a device

Start from the required fraction. Solving the simple law for \(F\) gives

\[
F=\frac{\eta(1-f_0)}{f_0(1-\eta)}-1.
\]

With \(f_0=0.260\), a 90% fraction needs \(F\approx25\). For the volume, overlap and dephasing used here, that corresponds to \(Q\approx3300\). As long as \(R_0\ll\kappa\), a higher \(Q\) buys a smaller remainder at the price of tighter tuning. Better dipole placement or a smaller mode volume raises \(F\) without narrowing the resonance.

Keep other cavity modes away from strong parts of the sideband. When measuring the result, correct for the different collection efficiencies of cavity and background photons. If nonradiative decay and background emission are both unchanged, a lifetime change gives the product \(qf_0F\), not \(F\) alone.

The ZPL energy, lifetime and total Huang–Rhys factor are model inputs chosen near rough values for the silicon T centre: about 0.94 eV, 1 microsecond and 1.5. A measured ZPL share of the emission is \(f_0\), not \(w_0\): matching a share of 0.23, near the value reported for the T centre, needs \(S\approx1.64\) with this spectral shape and gives 97.7% instead of 98.0%. The two-part phonon spectrum is schematic, and the efficiency, dipole overlap and cavity parameters are choices, so 98% is a model estimate and not a measured performance. Dipole placement can move it strongly: with \(\xi=0.01\), \(F\) is 14 and the simple law gives 84%. A patterned device also changes the background modes assumed fixed here; halving the sideband background alone would reduce the non-ZPL remainder from 2.0% to about 1.0%. The upper bound-exciton level, taken to lie roughly 1.8 meV higher with equal degeneracy, holds 0.5% of the excited population at 4 K. Warming increases that population and lowers \(w_0\), so these figures should not be carried to higher temperatures. The remaining values are in the numerical output below.

## Computed results

```
ZPL photon energy (rough): 935 meV
ZPL vacuum wavelength: 1326 nm
Temperature: 4 K
Thermal energy: 0.34469 meV
Lifetime without cavity (rough): 1000 ns
Chosen radiative efficiency without cavity: 0.5
Acoustic Huang-Rhys factor: 1
Acoustic energy scale: 10 meV
Local-mode Huang-Rhys factor: 0.5
Local-mode energy: 60 meV
Local-mode standard deviation: 3 meV
Total Huang-Rhys factor: 1.5
Reorganization energy: 50 meV
Phonon ZPL weight w0: 0.2223
Background sideband rate / gamma0: 0.63334
ZPL photon fraction without cavity f0: 0.25981
Reference rate gamma0: 0.00058435 1/ns
Cavity quality factor: 20000
Refractive index: 3.5
Mode volume / (wavelength/index)^3: 1
Dipole overlap factor: 0.1
Cavity full width: 0.04675 meV
Cavity decay rate kappa: 71.026 1/ns
Dephasing full width: 1 GHz
Dephasing full width in energy: 0.0041357 meV
Ideal Purcell factor: 1519.8
Purcell factor after dipole overlap: 151.98
Effective ZPL enhancement F: 139.63
Added cavity sideband rate / gamma0: 0.0088746
ZPL fraction with cavity: 0.979871
ZPL fraction from simple law: 0.980143
Lifetime with cavity: 52.237 ns
Radiative efficiency with cavity: 0.97388
Sideband photons per excitation, no cavity: 0.3701
Sideband photons per excitation, cavity: 0.019604
Coupling g: 1.2558 1/ns
Coupling ratio 2*g*sqrt(w0)/kappa: 0.016672
Back-action ratio R/kappa: 0.00025538
Single-mode phonon energy: 33.333 meV
Single-mode phonon weight exp(-S): 0.22313
Master equation, no cavity: ZPL fraction 0.26148, recovered S 1.50000
Master equation, narrow on ZPL: ZPL fraction 0.98031, recovered S 1.50000
Master equation, narrow on replica: ZPL fraction 0.00469, recovered S 1.50000
Master equation, width 20 phonons: ZPL fraction 0.23114, recovered S 1.50000
Master equation, width 60 phonons: ZPL fraction 0.22426, recovered S 1.50000
Q 200: F 1.518, ZPL fraction 0.45954, R/kappa 2.78e-08
Q 2000: F 15.06, ZPL fraction 0.84709, R/kappa 2.76e-06
Q 20000: F 139.6, ZPL fraction 0.97987, R/kappa 2.55e-04
Q 200000: F 806.4, ZPL fraction 0.99643, R/kappa 1.47e-02
ZPL fraction with slow Gaussian wandering: 0.981364
ZPL fraction with second mode 20 meV below ZPL: 0.977074
ZPL fraction detuned by one cavity width: 0.919227
Upper-level splitting (rough): 1.8 meV
Upper-level thermal population: 0.0053674
```
